# Electron velocity, spectral weight and the phonon kink: two derivations, part 1

(Sections cited here and not found follow in the second part.)

A band has bare velocity $v = 3$ eV Å and couples to a single phonon of energy $\omega_0 = 0.050$ eV with dimensionless strength $\lambda = 0.5$. These are round model parameters and belong to no material. At the Fermi momentum the sharp excitation moves at $2.0$ eV Å ($3.04\times10^5$ m/s instead of $4.56\times10^5$ m/s) and carries $0.667$ of the spectral weight of one electron, so velocity and weight have dropped by the same factor $1.5$. If the spectral peak is followed in momentum away from the Fermi level, its slope $d\omega/dk$ falls to $1.26$ eV Å at $0.040$ eV, is $-2.17$ eV Å at $0.055$ eV, and is $4.42$ eV Å at $0.080$ eV, above the bare value. The equality of the two factors and the change of slope around $0.050$ eV both need an explanation.

## Definitions

The algebra uses atomic units, $\hbar = 1$, and temperature zero. $H$ contains $-\mu\hat N$, so single-particle energies are measured from the chemical potential $\mu$, and $|0\rangle$ is the nondegenerate normal-state ground state with energy $E_0$. The bare band along the normal to the Fermi surface is $\varepsilon_k = v(k-k_F)$. For operators $A$, $B$ and complex $z$ with $\operatorname{Im} z>0$ define

$$\langle\langle A;B\rangle\rangle = \langle 0|A\,\frac{1}{z-H+E_0}\,B|0\rangle + \langle 0|B\,\frac{1}{z+H-E_0}\,A|0\rangle .$$

The Green function is $G(k,z)=\langle\langle c_k;c_k^\dagger\rangle\rangle$. Inserting eigenstates $|m\rangle$ of $H$ gives

$$G(k,z)=\sum_m \frac{|\langle m|c_k^\dagger|0\rangle|^2}{z-(E_m-E_0)}+\sum_m\frac{|\langle m|c_k|0\rangle|^2}{z+(E_m-E_0)} .\tag{1}$$

Since $\operatorname{Im}\,[1/(x+i\eta)]=-\eta/(x^2+\eta^2)\to-\pi\delta(x)$, the spectral function $A(k,\omega)=-\operatorname{Im}G(k,\omega+i0)/\pi$ is a sum of delta functions with the numerators of (1) as weights. Electron addition lies at $\omega>0$ and removal at $\omega<0$, because $E_m\ge E_0$. The weights add up to $\langle c_kc_k^\dagger+c_k^\dagger c_k\rangle=1$, and the removal weights alone add up to the occupation, $n(k)=\int_{-\infty}^0A\,d\omega$. Without interaction $G=G_0=1/(z-\varepsilon_k)$. The self-energy is defined by

$$G(k,z)=\frac{1}{z-\varepsilon_k-\Sigma(k,z)} .\tag{2}$$

The statement to be proved has two parts. Let $\Sigma$ be independent of $k$, let $\operatorname{Re}\Sigma(0)=0$ (a constant is absorbed into $\mu$), let $\operatorname{Im}\Sigma$ vanish faster than $\omega$ at $\omega=0$, and let $\lambda=-\partial_\omega\operatorname{Re}\Sigma(0)$ be finite, which is a separate condition ($\operatorname{Im}\Sigma\propto|\omega|/\ln|\omega|$ vanishes faster than $\omega$ and still makes $\lambda$ infinite). Then the weight $Z$ of the sharp peak at $k_F$ and the velocity ratio $v^*/v$ both equal $1/(1+\lambda)$. For a single phonon mode in a flat, wide band, the dispersion is slower than the bare one below the phonon energy, bends backwards just above it and is faster than the bare one beyond that; a Debye spectrum shows a modified sequence, worked out at the end. This is what the kink consists of in these models at $T=0$, for the peak followed in momentum at fixed energy; a plain jump between two finite slopes does not occur in them. The back-bending does not survive moderate thermal rounding, as noted at the end.

## A model in which the self-energy has no momentum

In the Holstein model on $L$ sites, spinless electrons couple to one oscillator per site,

$$H=\sum_k\varepsilon_kc_k^\dagger c_k+\omega_0\sum_jb_j^\dagger b_j+g\sum_j(n_j-\bar n)(b_j+b_j^\dagger),$$

with $\bar n=N_e/L$ the mean filling. Put $c_j=L^{-1/2}\sum_ke^{ikR_j}c_k$ and the same for $b_j$. Then $b_j+b_j^\dagger=L^{-1/2}\sum_qe^{iqR_j}\phi_q$ with $\phi_q=b_q+b_{-q}^\dagger$, the sum over $j$ enforces momentum conservation, and

$$H_{\rm int}=\frac{g}{\sqrt L}\sum_q\Big[\sum_{k'}c_{k'}^\dagger c_{k'-q}-N_e\delta_{q0}\Big]\phi_q .$$

The $q=0$ term is $g(\hat N-N_e)\phi_0/\sqrt L$, which vanishes in the $N_e$-electron sector, so $\langle b_0\rangle=0$ in the ground state.

The tool is an exact identity. With $R=(z-H+E_0)^{-1}$ one has $zR=1+(H-E_0)R$, and $\langle0|A(H-E_0)=\langle0|[A,H]$ because $\langle 0|H=E_0\langle0|$. With $R'=(z+H-E_0)^{-1}$ one has $zR'=1-R'(H-E_0)$, and $(H-E_0)A|0\rangle=-[A,H]|0\rangle$. Adding the two halves,

$$z\langle\langle A;B\rangle\rangle=\langle AB+BA\rangle+\langle\langle[A,H];B\rangle\rangle .\tag{3}$$

For $A=c_k$, the rule $[c_k,c_a^\dagger c_b]=\delta_{ka}c_b$ gives $[c_k,H]=\varepsilon_kc_k+(g/\sqrt L)\sum_qc_{k-q}\phi_q$, so with $p=k-q$

$$(z-\varepsilon_k)G=1+\frac g{\sqrt L}\sum_q\big[F_q+\bar F_q\big],\qquad F_q=\langle\langle c_pb_q;c_k^\dagger\rangle\rangle,\quad \bar F_q=\langle\langle c_pb_{-q}^\dagger;c_k^\dagger\rangle\rangle .$$

Apply (3) to $F_q$ and $\bar F_q$, using $[cb,H]=c[b,H]+[c,H]b$. The anticommutator terms are $\delta_{q0}\langle b_0\rangle$ and $\delta_{q0}\langle b_0^\dagger\rangle$, both zero. The phonon commutators pick the term $q'=-q$ of $H_{\rm int}$; with $\rho_q=\sum_{k'}c_{k'}^\dagger c_{k'+q}-N_e\delta_{q0}$ they are $[b_q,H]=\omega_0b_q+g\rho_q/\sqrt L$ and $[b_{-q}^\dagger,H]=-\omega_0b_{-q}^\dagger-g\rho_q/\sqrt L$. Therefore, exactly,

$$(z-\varepsilon_p-\omega_0)F_q=\frac g{\sqrt L}\Big[\langle\langle c_p\rho_q;c_k^\dagger\rangle\rangle+\sum_{q'}\langle\langle c_{p-q'}\phi_{q'}b_q;c_k^\dagger\rangle\rangle\Big],$$

$$(z-\varepsilon_p+\omega_0)\bar F_q=\frac g{\sqrt L}\Big[-\langle\langle c_p\rho_q;c_k^\dagger\rangle\rangle+\sum_{q'}\langle\langle c_{p-q'}\phi_{q'}b_{-q}^\dagger;c_k^\dagger\rangle\rangle\Big].$$

Two powers of $g$ already multiply the brackets in the equation for $G$, so to order $g^2$ the brackets are evaluated at $g=0$. There $|0\rangle$ is the Fermi sea with occupations $f_p=\theta(-\varepsilon_p)$ times the phonon vacuum, and the resolvents conserve the phonon number and every electron occupation. The phonon products reduce to their vacuum averages: $\phi_{q'}b_q$ gives $0$, and $\phi_{q'}b_{-q}^\dagger$ gives $\delta_{q',-q}$, which turns $c_{p-q'}$ into $c_{p+q}=c_k$ and contributes $G_0$. In $c_p\rho_q$ with $q\ne0$, only $k'=p$ leaves an operator whose net effect is to empty state $k$; it is $c_pc_p^\dagger c_k=(1-n_p)c_k$ and contributes $(1-f_p)G_0$. For $q=0$ the operator is $c_k(\hat N-N_e)$. In the addition half $\hat N-N_e$ equals $1$, in the removal half it annihilates $|0\rangle$, and the result is $(1-f_k)G_0$, the same rule. Hence $F_q=(g/\sqrt L)(1-f_p)G_0/(z-\varepsilon_p-\omega_0)$ and $\bar F_q=(g/\sqrt L)[1-(1-f_p)]G_0/(z-\varepsilon_p+\omega_0)$. Expanding (2) gives $G=G_0+G_0\Sigma G_0+\dots$, that is $(z-\varepsilon_k)G=1+\Sigma G_0+\dots$, and comparison yields

$$\Sigma(z)=\frac{g^2}{L}\sum_p\left[\frac{1-f_p}{z-\varepsilon_p-\omega_0}+\frac{f_p}{z-\varepsilon_p+\omega_0}\right]+O(g^4).\tag{4}$$

Odd orders are absent because $b\to-b$ reverses the sign of $g$ and leaves $G$ unchanged. The sum over $q$ became a sum over all $p$, and since neither $g$ nor $\omega_0$ depends on $q$, no $k$ is left.

The numerical check tests (4) by exact diagonalization of a ring of 5 sites with 3 electrons, hopping $1.0$ eV and phonon energy $0.7$ eV, at $z=(0.5+0.5i)$ eV. At $g=0.03$ eV the largest deviation over $k$ is $4.2\times10^{-4}$ of $|\Sigma|$ from (4). Doubling $g$ multiplies the deviation by $15.99$ and the spread of the exact $\Sigma$ over $k$ by $15.98$, against $2^4=16$ (the phonon space is cut at two phonons in total; a cut at four changes the two factors to $16.02$ and $16.03$ and leaves $4.2\times10^{-4}$ unchanged): momentum dependence does exist in this model, and it starts at order $g^4$.

## First derivation: the pole of the Green function

Take a frequency range around zero where $\Sigma(\omega)$ is real. A pole of (2) lies at the solution $E$ of

$$E=\varepsilon_k+\operatorname{Re}\Sigma(E).\tag5$$

Expand the denominator of (2) about $E$. The constant term vanishes by (5), leaving $(\omega-E)[1-\Sigma'(E)]+O((\omega-E)^2)$, where the prime is $\partial_\omega \operatorname{Re}$. So

$$G\simeq\frac{Z}{\omega-E+i0},\qquad Z(E)=\frac1{1-\Sigma'(E)},$$

and $A$ contains $Z\,\delta(\omega-E)$. Now differentiate (5) with respect to $\varepsilon_k$. Because $\Sigma$ depends on $k$ only through $E$,

$$\frac{dE}{d\varepsilon_k}=1+\Sigma'(E)\frac{dE}{d\varepsilon_k}\quad\Rightarrow\quad\frac{dE}{d\varepsilon_k}=\frac1{1-\Sigma'(E)}=Z(E).\tag6$$

At $\varepsilon_k=0$, $E=0$ solves (5), so $k_F$ does not move, and $\Sigma'(0)=-\lambda$. With $v^*=dE/dk=v\,dE/d\varepsilon_k$,

$$Z=\frac{v^*}{v}=\frac1{1+\lambda}.\tag7$$

As $k$ crosses $k_F$ the pole leaves the range $\omega<0$, while the rest of $A$ changes continuously with $\varepsilon_k$; hence $n(k)$ drops by $Z$. If $\operatorname{Im}\Sigma=-\gamma(\omega)$ is not zero, the same expansion gives $G\simeq Z/(\omega-E+iZ\gamma(E))$, a Lorentzian of weight $Z$ and half-width $Z\gamma$. When $\gamma(E)/|E|\to0$ the peak is narrow compared with its distance from the Fermi level, and (7) survives provided $\lambda$ is finite. When $\gamma$ vanishes only like $|\omega|$ or more slowly, $\lambda$ is infinite (in the second derivation it is the integral of $\gamma(e)/(\pi e^2)$, which then diverges at $e=0$), and no peak of finite weight remains at $k_F$.

If $\Sigma$ depends on $k$, written as a dependence on $\varepsilon_k$, the chain rule adds a term to (6): $dE/d\varepsilon=1+\partial_\varepsilon\Sigma+\Sigma'\,dE/d\varepsilon$, so $v^*/v=Z(1+\partial_\varepsilon\Sigma)$. The weight is fixed by the frequency derivative alone, and the equality in (7) is lost.

### The self-energy of a flat band

Replace $L^{-1}\sum_p$ by $N\int_{-D}^{D}d\varepsilon$, with a constant density of states $N$ per site and half-bandwidth $D$. An antiderivative of $1/(a-\varepsilon)$ is $-\ln(a-\varepsilon)$; the argument stays in the upper half plane, so the principal logarithm applies throughout. Empty states run over $(0,D)$ with $a=z-\omega_0$, filled states over $(-D,0)$ with $a=z+\omega_0$:

$$\Sigma(z)=g^2N\big[\ln(z-\omega_0)-\ln(z-\omega_0-D)+\ln(z+\omega_0+D)-\ln(z+\omega_0)\big].\tag8$$

On the real axis $\ln(x+i0)=\ln|x|+i\pi\theta(-x)$. The four phases, in units of $\pi$, are $1-1+0-0=0$ for $|\omega|<\omega_0$, $0-1+0-0=-1$ for $\omega_0<\omega<\omega_0+D$, and $1-1+0-1=-1$ for $-\omega_0-D<\omega<-\omega_0$. An electron less than $\omega_0$ above the Fermi level cannot emit a real phonon, since it would have to end in a filled state. The real part is odd in $\omega$, because $\omega\to-\omega$ inverts the ratio $|(\omega-\omega_0)(\omega+\omega_0+D)|/|(\omega-\omega_0-D)(\omega+\omega_0)|$, so $\operatorname{Re}\Sigma(0)=0$. Differentiating the four logarithms at $\omega=0$ gives $-1/\omega_0+1/(\omega_0+D)+1/(\omega_0+D)-1/\omega_0$, so

$$\lambda_D=2g^2N\left[\frac1{\omega_0}-\frac1{\omega_0+D}\right]=\lambda\,\frac{D}{D+\omega_0},\qquad\lambda=\frac{2g^2N}{\omega_0}.$$

From here on $\lambda$ denotes the wide-band value. For $D\to\infty$ at fixed $\omega$ the ratio $|\omega+\omega_0+D|/|\omega-\omega_0-D|$ tends to $1$, and

$$\operatorname{Re}\Sigma=\frac{\lambda\omega_0}2\ln\left|\frac{\omega_0-\omega}{\omega_0+\omega}\right|,\qquad\operatorname{Im}\Sigma=-\Gamma\,\theta(|\omega|-\omega_0),\qquad\Gamma=\frac{\pi\lambda\omega_0}{2}.\tag9$$

In the example $g^2N=0.5\times0.050/2=0.0125$ eV and $\Gamma=\pi\times0.0125=0.0393$ eV. The wide-band results are $Z=1/1.5=0.667$ and $v^*=3/1.5=2.0$ eV Å. With $D=5$ eV, $\lambda_D=0.5\times5/5.05=0.495$ and $Z=0.669$. Far above $\omega_0$, where $\Sigma'$ is small, the amplitude decays as $e^{-\Gamma t}$ and the probability with lifetime $1/(2\Gamma)=8.4$ fs. The program tests (8), $\lambda_D$ and (9) against numerical integration of (4).

### What a second-order self-energy assumes at $\lambda=0.5$

The difference between $1/(1+\lambda)$ and $1-\lambda$ is of order $g^4$, so (7) with $\lambda=2g^2N/\omega_0$ means more than first order in $\lambda$ only if the $g^4$ and higher terms of $\Sigma$ are small. One class of such terms dresses the intermediate electron: in (4) the sharp level $\delta(\omega'-\varepsilon_p)$ is replaced by $A(p,\omega')$, which gives

$$\Sigma(z)=g^2N\int d\omega'\,\nu(\omega')\left[\frac{\theta(\omega')}{z-\omega'-\omega_0}+\frac{\theta(-\omega')}{z-\omega'+\omega_0}\right],\qquad\nu(\omega')=\int_{-D}^{D}d\varepsilon\,A(\varepsilon,\omega').$$

From (2), with $x=\omega'-\operatorname{Re}\Sigma(\omega')$ and $\gamma=-\operatorname{Im}\Sigma(\omega')$, $A=\pi^{-1}\gamma/[(x-\varepsilon)^2+\gamma^2]$. Neither $x$ nor $\gamma$ depends on $\varepsilon$, so

$$\nu(\omega')=\frac1\pi\left[\arctan\frac{D-x}{\gamma}+\arctan\frac{D+x}\gamma\right]\to1\quad(D\to\infty)$$

for any $\gamma$, including $\gamma\to0$. Dressing changes nothing in a wide band. Inside $|\omega'|<\omega_0$ this is (6) at work: $\int d\varepsilon\,Z\,\delta(\omega'-E(\varepsilon))=Z/(dE/d\varepsilon)=1$, because the levels are denser by $1/Z$ and each carries weight $Z$. At finite $D$, $\arctan y\simeq\pi/2-1/y$ gives $\nu\simeq1-2\Gamma/(\pi D)$ for $\omega_0<|\omega'|\ll D$. Since $\nu$ is even, $-\Sigma'(0)=2g^2N\int_0^\infty\nu\,d\omega'/(\omega'+\omega_0)^2$, and one iteration shifts it, to leading order in $\omega_0/D$, by

$$\delta\lambda\simeq-\lambda\omega_0\,\frac{2\Gamma}{\pi D}\int_{\omega_0}^\infty\frac{d\omega'}{(\omega'+\omega_0)^2}=-\lambda\omega_0\,\frac{2\Gamma}{\pi D}\,\frac1{2\omega_0}=-\frac{\lambda\Gamma}{\pi D}.$$

The estimate is $-0.5\times0.03927/(5\pi)=-0.00125$; the full integral gives $-0.00122$, a shift relative to $\lambda_D=0.495$. Two classes of higher-order terms remain, and together they carry the momentum dependence seen on the ring, since the dressed expression has none. The first dresses the phonon with electron–hole pairs, and it is not small in $\omega_0/D$: for a slow long-wavelength displacement $X=b+b^\dagger$ per site the oscillator energy is $\omega_0X^2/4$ and the electrons, shifted by the potential $gX$, gain $\tfrac12N(gX)^2$, so the stiffness is multiplied by $1-2g^2N/\omega_0=1-\lambda$. In what follows $\omega_0$ and $g$ are therefore read as the already dressed phonon energy and coupling, assumed independent of $q$. This fails for a nested Fermi surface: on a half-filled chain the static response is $1.25$ times its $q\to0$ value at $q=k_F$, $2.55$ times at $q=0.9\times2k_F$, and it diverges at $2k_F$, where the stiffness at this order turns negative. The second class consists of the vertex corrections. Dropping them is the Migdal approximation, intended for $\omega_0\ll D$ and moderate $\lambda$. Both steps are assumptions here and are not derived. Result (7) does not need them once a $k$-independent $\Sigma$ is given; the explicit form (9) does.

### The kink

A momentum distribution curve (MDC) is $A(k,\omega)$ as a function of $k$ at fixed $\omega$. By the Lorentzian form above, with $\varepsilon=v(k-k_F)$, it peaks at

$$v(k-k_F)=\omega-\operatorname{Re}\Sigma(\omega)\tag{10}$$

and falls to half height where $|x-\varepsilon|=\gamma$, so its full width is $2|\operatorname{Im}\Sigma|/v$. This uses both the linear band and the absence of $k$ in $\Sigma$. The slope of the peak line is $d\omega/dk=v/s$ with $s=1-\Sigma'(\omega)$. From (9), on either side of $\omega_0$, $\Sigma'=\tfrac12\lambda\omega_0[-1/(\omega_0-\omega)-1/(\omega_0+\omega)]$, and combining the fractions,

$$s(\omega)=1+\frac{\lambda\omega_0^2}{\omega_0^2-\omega^2}.\tag{11}$$

Below $\omega_0$, (10) is the pole equation (5) and $s=1/Z$. It starts at $1+\lambda$ and diverges as $\omega\to\omega_0$, so the dispersion flattens. Above $\omega_0$ the second term is negative. It outweighs the first while $\omega^2-\omega_0^2<\lambda\omega_0^2$, so $s<0$ for $\omega_0<\omega<\omega_0\sqrt{1+\lambda}=0.0612$ eV, and beyond that $0<s<1$ with $s\to1$. The width jumps from zero to $2\Gamma/v=2\times0.03927/3=0.0262$ Å$^{-1}$ at $\omega_0$. Because $\operatorname{Re}\Sigma$ is odd, the mirror image holds at $-\omega_0$, on the occupied side.

At $\omega=0.030$ eV, $\operatorname{Re}\Sigma=0.0125\ln(0.020/0.080)=-0.01733$ eV, $k-k_F=(0.030+0.01733)/3=0.01578$ Å$^{-1}$, and $s=1+0.5\times0.0025/0.0016=1.781$. At $0.080$ eV, $s=1-0.5\times0.0025/0.0039=0.6795$ and $v/s=4.415$ eV Å.

| $\omega$ (eV) | $\operatorname{Re}\Sigma$ (eV) | $k-k_F$ (Å$^{-1}$) | $s$ | $v/s$ (eV Å) |
|---|---|---|---|---|
| 0.010 | −0.00507 | 0.00502 | 1.521 | 1.973 |
| 0.030 | −0.01733 | 0.01578 | 1.781 | 1.684 |
| 0.040 | −0.02747 | 0.02249 | 2.389 | 1.256 |
| 0.055 | −0.03806 | 0.03102 | −1.381 | −2.172 |
| 0.080 | −0.01833 | 0.03278 | 0.679 | 4.415 |
| 0.150 | −0.00866 | 0.05289 | 0.938 | 3.200 |

The program locates these peaks by numerical search in $k$, with $\Sigma$ from quadrature, and tests (10), (11), the end of the back-bending and the width. Above $\omega_0$, $v/s$ is the slope of a ridge in $A$ and not the group velocity of a pole: at $0.055$ eV the ridge lies $0.031$ Å$^{-1}$ from $k_F$ and is $0.026$ Å$^{-1}$ wide.

For a $k$-independent self-energy that meets the stated conditions at the Fermi level, the pole of the Green function gives $Z=v^*/v=1/(1+\lambda)$, and the single-mode form (9) makes the MDC peak line flatten below $\omega_0$, bend backwards just above it and then run faster than the bare band. What remains is to derive these results again from one level mixed with a fixed bath, to treat a spread of phonon energies, and to compare what the two derivations assume.

Numerical values quoted here were computed with a short program.
